# A Temkin-like isotherm from Langmuir sites with uniformly distributed binding energies

## A special case: sites that fill abruptly

Take a surface whose sites bind a gas molecule with different energies \(E\), spread evenly between \(E_1\) and \(E_2\). Suppose that each site is empty below a certain pressure and full above it, and that this filling pressure is

\[
p_{\rm fill}(E)=\frac{1}{K_0}e^{-E/kT},
\]

with the same \(K_0\) for all sites. Strong sites fill first. At pressure \(p\) the site that is just filling has energy \(E^*\), where \(p_{\rm fill}(E^*)=p\), so that

\[
E^*=-kT\ln(K_0p).
\]

All sites with \(E>E^*\) are full. While \(E^*\) lies in the range, the filled fraction is

\[
\Theta=\frac{E_2-E^*}{E_2-E_1}
=\frac{kT}{E_2-E_1}\ln\frac{p}{p_L},\qquad
p_L=\frac{e^{-E_2/kT}}{K_0},
\]

because \(E_2=-kT\ln(K_0p_L)\). The coverage is linear in \(\ln p\). It starts at \(p_L\) and reaches one at \(p_H=e^{-E_1/kT}/K_0\), where the weakest site fills. A coverage that rises linearly with the logarithm of pressure is the mark of the Temkin isotherm.

Real sites do not fill abruptly. A Langmuir site passes from nearly empty to nearly full over several units of \(\ln p\). The straight line is therefore a limit, approached when the energy range is much wider than \(kT\).

## Assumptions and the single site

1. The sites are fixed, and each holds at most one molecule.
2. Adsorbed molecules do not interact. This is relaxed in a later remark.
3. The surface is in equilibrium with an ideal gas at pressure \(p\) and temperature \(T\).
4. The binding energy \(E>0\) is the energy needed to take a molecule from its ground state on the site to its ground state at rest in the gas. Zero-point energies are thus contained in \(E\).
5. There are many sites, and their energies have the constant density \(1/\Delta\) on \([E_1,E_2]\), with \(\Delta=E_2-E_1\).
6. The surface vibrations are the same on all sites, and the internal vibrations of the molecule are unchanged by adsorption.

**Lemma 1.** The mean occupation of a site of energy \(E\) is

\[
\theta=\frac{Kp}{1+Kp},\qquad K(E)=K_0e^{E/kT},\qquad
K_0=\frac{\lambda^3}{kT}\,\frac{z_{\rm ads}}{z_{\rm rot}}.
\]

Here \(\lambda=h/\sqrt{2\pi mkT}\) is the thermal wavelength of a molecule of mass \(m\), \(z_{\rm rot}\) is the rotational partition function in the gas, and \(z_{\rm ads}\) is that of the surface modes, counted from their ground state.

*Proof.* One gas molecule in volume \(V\) has the partition function \(Z_1=Vz_{\rm rot}z_v/\lambda^3\), where \(z_v\) belongs to the internal vibrations. For \(N\) molecules the free energy is \(F=-kT\ln(Z_1^N/N!)\). With \(\partial\ln N!/\partial N\simeq\ln N\) for large \(N\),

\[
\mu=\frac{\partial F}{\partial N}=kT\ln\frac{N}{Z_1}
\quad\Rightarrow\quad
e^{\mu/kT}=\frac{N\lambda^3}{Vz_{\rm rot}z_v}
=\frac{p\lambda^3}{kT\,z_{\rm rot}z_v},
\]

where the last step uses \(N/V=p/kT\).

The site has two conditions. Empty, it contributes 1 to its grand sum. Occupied, it contributes \(e^{\mu/kT}z_{\rm ads}z_ve^{E/kT}\); the exponent is positive because the bound molecule has energy \(-E\). The factor \(z_v\) cancels, and the second term becomes

\[
\frac{p\lambda^3}{kT}\frac{z_{\rm ads}}{z_{\rm rot}}e^{E/kT}=Kp .
\]

The probability of occupation is this term divided by the sum \(1+Kp\). ∎

The site is half full at \(p=1/K\), which is the filling pressure of the opening case.

## The averaged isotherm

Define

\[
b=\frac{\Delta}{kT},\qquad p_L=\frac1{K(E_2)},\qquad p_H=\frac1{K(E_1)} .
\]

Then \(p_H/p_L=K(E_2)/K(E_1)=e^{b}\).

**Theorem.** Under assumptions 1 to 6 the mean coverage is

\[
\Theta(p)=\frac1b\,\ln\frac{1+p/p_L}{1+p/p_H}. \tag{1}
\]

Let the clipped line be \(\frac1b\ln(p/p_L)\) between \(p_L\) and \(p_H\), 0 below and 1 above. The largest difference in coverage between \(\Theta\) and the clipped line, over all pressures, is

\[
\delta=\frac{\ln2-\ln(1+e^{-b})}{b}, \tag{2}
\]

and it occurs at the two cutoffs. Since \(\delta<\ln2/b\), the difference vanishes for \(\Delta\gg kT\).

*Proof of (1).* Without interactions the grand sum of the surface is the product of the sums of its sites, so each site has the occupation of Lemma 1. The coverage is the average

\[
\Theta=\frac1\Delta\int_{E_1}^{E_2}\frac{K(E)p}{1+K(E)p}\,dE .
\]

Since \(dK/dE=K/kT\),

\[
\frac{d}{dE}\ln(1+Kp)=\frac{1}{kT}\frac{Kp}{1+Kp}.
\]

The integrand is therefore \(kT\) times a derivative, and

\[
\Theta=\frac{kT}{\Delta}\Big[\ln(1+Kp)\Big]_{E_1}^{E_2}.
\]

Inserting \(K(E_2)=1/p_L\) and \(K(E_1)=1/p_H\) gives (1).

*Proof of (2).* Write \(\ln(1+p/p_L)=\ln(p/p_L)+\ln(1+p_L/p)\). Then

\[
\Theta-\frac1b\ln\frac{p}{p_L}
=\frac1b\left[\ln\Big(1+\frac{p_L}{p}\Big)-\ln\Big(1+\frac{p}{p_H}\Big)\right]. \tag{3}
\]

The first logarithm falls with \(p\) and the second rises, so the right side falls steadily. Between the cutoffs its extreme values lie at the ends. At \(p=p_L\), where \(p_L/p_H=e^{-b}\), it equals \(+\delta\). At \(p=p_H\) it equals \(-\delta\).

Below \(p_L\) the clipped line is zero and the difference is \(\Theta\) itself. As an average of rising functions, \(\Theta\) rises with \(p\), so the difference is largest at \(p_L\). Above \(p_H\) the difference has size \(1-\Theta\), which falls with \(p\) and is largest at \(p_H\). ∎

The two terms in (3) have a plain meaning. Well inside a wide range, sites weaker than \(E^*\) that are already partly occupied make up for stronger sites that are not yet full. Near \(p_L\) there are few sites stronger than \(E^*\), so the early filling of the weaker ones prevails and lifts the coverage above the line. Near \(p_H\) there are few weaker sites left, and the unfilled part of the stronger ones lowers it.

## How straight, and over what range

**Lemma 2.** With \(p_M=\sqrt{p_Lp_H}\) and \(y=\ln(p/p_M)\),

\[
\frac{d\Theta}{d\ln p}=\frac1b\,\frac{\sinh(b/2)}{\cosh(b/2)+\cosh y}, \tag{4}
\]

and \(\Theta(y)+\Theta(-y)=1\).

*Proof.* Because \(p_H/p_L=e^b\), we have \(p/p_L=e^{y+b/2}\) and \(p/p_H=e^{y-b/2}\). Differentiating (1) with respect to \(y\) gives

\[
b\,\frac{d\Theta}{dy}
=\frac{e^{y+b/2}}{1+e^{y+b/2}}-\frac{e^{y-b/2}}{1+e^{y-b/2}}
=\frac{e^{y+b/2}-e^{y-b/2}}{(1+e^{y+b/2})(1+e^{y-b/2})}.
\]

The numerator is \(2e^y\sinh(b/2)\). The denominator is

\[
1+2e^y\cosh(b/2)+e^{2y}=2e^y\,[\cosh y+\cosh(b/2)].
\]

Their ratio gives (4). The slope is even in \(y\), so \(\Theta(y)-\Theta(0)\) is odd. Hence \(\Theta(y)+\Theta(-y)=2\Theta(0)\). As \(y\to\infty\) the left side tends to \(1+0\), so \(\Theta(0)=1/2\). ∎

The surface is thus half covered at \(p_M\), for any width. The slope is largest there. Using \(\sinh(2x)/[1+\cosh(2x)]=\tanh x\) with \(x=b/4\),

\[
\left.\frac{d\Theta}{d\ln p}\right|_{p_M}=\frac{\tanh(b/4)}{b}. \tag{5}
\]

Now ask where the slope is at least a fraction \(f\) of its limiting value \(1/b\). By (4) the stretch ends at \(\pm y_f\), with

\[
\cosh y_f=\frac{\sinh(b/2)}{f}-\cosh(b/2). \tag{6}
\]

It exists only if the central slope is large enough, \(\tanh(b/4)\ge f\). For \(f=0.9\) this means \(b\ge4\,\mathrm{artanh}\,0.9=2\ln19\approx5.9\). A narrower distribution has no stretch that is straight in this sense.

For a wide range, \(\sinh(b/2)\) and \(\cosh(b/2)\) are both close to \(e^{b/2}/2\), and \(\cosh y_f\) is close to \(e^{y_f}/2\). Then

\[
y_f\simeq\frac b2-\ln\frac{f}{1-f}.
\]

For \(f=0.9\) each end of the window loses \(\ln9\approx2.2\) units of \(\ln p\), about one decade of pressure. The exact loss is somewhat larger for narrower ranges (2.4 at \(b=6.5\)). As the range grows it settles at \(\ln9\) and does not fall below it; it only becomes a smaller part of the window.

## Limits and inversion

**Low pressure.** For \(p\ll p_L\), \(\ln(1+x)\simeq x\) in both terms of (1) gives

\[
\Theta\simeq\frac pb\left(\frac1{p_L}-\frac1{p_H}\right).
\]

This is Henry's law, with the average of \(K\) as its constant. For large \(b\) the strongest sites dominate that average. The logarithmic law does not continue to low pressure, where it would give a negative coverage.

**High pressure.** For \(p\gg p_H\), take \(\ln(p/p_L)\) and \(\ln(p/p_H)\) out of the two logarithms. Their difference is \(\ln(p_H/p_L)=b\), and

\[
\Theta=1+\frac1b\left[\ln\Big(1+\frac{p_L}{p}\Big)-\ln\Big(1+\frac{p_H}{p}\Big)\right]
\simeq1-\frac{p_H-p_L}{bp}.
\]

**Narrow range.** As \(b\to0\) at fixed \(p_M\), all sites acquire the same \(K=1/p_M\), and the average becomes the Langmuir form \(p/(p+p_M)\). Its central slope is \(1/4\), in agreement with (5), since \(\tanh(b/4)\to b/4\).

**Inversion.** Exponentiate (1) and multiply by the denominator:

\[
e^{b\Theta}+e^{b\Theta}\frac p{p_H}=1+\frac p{p_L}.
\]

Collect the terms in \(p\) and use \(1/p_H=e^{-b}/p_L\):

\[
e^{b\Theta}-1=\frac p{p_L}\left(1-e^{-b(1-\Theta)}\right)
\quad\Rightarrow\quad
p=p_L\,\frac{e^{b\Theta}-1}{1-e^{-b(1-\Theta)}}. \tag{7}
\]

When both \(b\Theta\) and \(b(1-\Theta)\) are large, this reduces to \(p\simeq p_Le^{b\Theta}\), the logarithmic law.

## Two remarks on what a straight isotherm shows

**Remark 1: other energy densities.** Let the density be \(g(E)\). Since \(\theta\) depends on \(p\) and \(E\) only through \(\ln p+E/kT\), we have \(\partial\theta/\partial\ln p=kT\,\partial\theta/\partial E\), and

\[
\frac{d\Theta}{d\ln p}=kT\int g(E)\,\frac{\partial\theta}{\partial E}\,dE .
\]

The function \(\partial\theta/\partial E\) is a peak at \(E^*\), a few \(kT\) wide, with unit area. If \(g\) changes little across the peak, and \(E^*\) is several \(kT\) from the ends of the range, the slope is approximately \(kT\,g(E^*)\). Within this model a straight isotherm therefore reflects a density that is flat when smoothed over a few \(kT\). It does not prove a continuous spread: equally common discrete energies about \(2kT\) apart give nearly the same line. Only slower variations of \(g\) can be read from changes of slope.

**Remark 2: repulsion also flattens the isotherm.** Let each adsorbed molecule lose binding energy \(w\Theta\) through its neighbours, so that \(w\) is the loss at full coverage. This is a mean-field assumption: every site sees the average coverage, which requires that strong and weak sites be mixed at random. Then \(K\) is replaced by \(Ke^{-w\Theta/kT}\). The pressure needed for a given \(\Theta\) is that of (7) times \(e^{w\Theta/kT}\), and

\[
\frac{d\ln p}{d\Theta}=\left(\frac{d\ln p}{d\Theta}\right)_{w=0}+\frac w{kT}.
\]

At half coverage the first term is the inverse of (5), so

\[
\left.\frac{d\Theta}{d\ln p}\right|_{\Theta=1/2}
=\frac{1}{b\coth(b/4)+w/kT}
\;\longrightarrow\;\frac{kT}{\Delta+w}\quad(\Delta\gg kT). \tag{8}
\]

The central slope gives one number for two unknowns. It cannot tell a spread of site energies from repulsion between molecules. With repulsion alone, however, the central slope approaches its limiting value more slowly. For equal sites, \(b\to0\), the central slope is \(1/(4+w/kT)\), which reaches 90 % of its limiting value \(kT/w\) only for \(w\ge36\,kT\). A spread of energies alone needs only \(\Delta\ge5.9\,kT\). These statements assume a uniform layer, and strong repulsion breaks that assumption. For equal sites on a square lattice at half coverage, mean-field theory itself prefers a checkerboard arrangement once \(w>4\,kT\) for nearest-neighbour repulsion, or \(w\gtrsim14\,kT\) for dipole repulsion falling as \(1/r^3\). Beyond that the isotherm develops a plateau at half coverage, (8) fails, and the value \(36\,kT\) is only formal.

For attraction, \(w<0\), the isotherm is steeper. If \(-w/kT\) exceeds \(b\coth(b/4)\), then \(d\ln p/d\Theta\) is negative at half coverage. The mean-field isotherm then has a loop and the uniform layer is unstable, so the result fails.

## Example: water held reversibly on an oxide

In atomic layer deposition an oxide surface is dosed with water vapour and then purged. Consider the part of the water that is held as intact molecules. The parameters are round values chosen for strongly binding sites on a partly dehydroxylated alumina surface; they are not computed for a particular surface. The temperature is 473.15 K (200 °C), so \(kT=0.04077\) eV. The energies run from 0.9 to 1.3 eV, which gives

\[
b=\frac{0.4}{0.04077}=9.81 .
\]

**Prefactor.** A mass of 18.015 u gives \(\lambda=0.01891\) nm. The gas rotation is treated classically,

\[
z_{\rm rot}=\frac{\sqrt\pi}{2}\prod_{i=1}^{3}\left(\frac{2I_ikT}{\hbar^2}\right)^{1/2}=86.35,
\]

with moments of inertia \(I_i\) from a bond length of 0.096 nm and an angle of 104.5°. The factor 2 accounts for the exchange of the identical hydrogens; accordingly, adsorbed orientations that differ by this exchange are counted once. On the surface the molecule has three hindered translations of 20 meV and three hindered rotations of 60 meV, taken as harmonic:

\[
z_{\rm ads}=\left(1-e^{-0.020/0.04077}\right)^{-3}\left(1-e^{-0.060/0.04077}\right)^{-3}=37.53 .
\]

Lemma 1 then gives

\[
K_0=\frac{(0.01891\ {\rm nm})^3}{0.04077\ {\rm eV}}\,\frac{37.53}{86.35}
=6.00\times10^{-11}\ {\rm Torr}^{-1}.
\]

**Cutoffs.** With \(p=e^{-E/kT}/K_0\), the cutoffs are \(p_L=2.37\times10^{-4}\) Torr (0.0316 Pa) and \(p_H=4.32\) Torr (576 Pa), 4.26 decades apart. Half coverage falls at 0.032 Torr. The third digit is not significant: summing the rotational levels instead of using the classical formula gives \(z_{\rm rot}=87.18\), which lowers \(K_0\) and raises both cutoffs by 1 %, and lowers the coverage at 0.1 Torr by 0.001. These pressures depend strongly on the energies: a shift of both limits by 0.1 eV moves both cutoffs by \(e^{0.1/0.04077}\approx12\).

**Coverage.** At a dose pressure of 0.1 Torr, equation (1) gives

\[
\Theta=\frac{1}{9.81}\ln\frac{1+0.1/(2.372\times10^{-4})}{1+0.1/4.322}=0.614 .
\]

The same formula gives the second column below. The last column is a Langmuir surface on which all sites have the middle energy, 1.1 eV.

| \(p\) (Torr) | \(\Theta\) | clipped line | one energy |
|---|---|---|---|
| \(10^{-5}\) | 0.004 | 0 | 0.000 |
| \(10^{-4}\) | 0.036 | 0 | 0.003 |
| \(10^{-3}\) | 0.168 | 0.147 | 0.030 |
| \(10^{-2}\) | 0.384 | 0.381 | 0.238 |
| \(10^{-1}\) | 0.614 | 0.616 | 0.757 |
| \(1\) | 0.830 | 0.851 | 0.969 |
| \(10\) | 0.963 | 1 | 0.997 |

In the middle of the window the line is good to a few thousandths. At the cutoffs it is wrong by \(\delta=0.071\) in coverage. The central slope is 0.231 per decade. By (6), the slope stays above 90 % of \(1/b\) from \(2.1\times10^{-3}\) to 0.48 Torr. This is 2.35 decades, little more than half of the window.

The spread of energies matters for the purge. If the pressure falls from 0.1 to \(10^{-3}\) Torr and equilibrium is kept, the distributed surface retains \(0.168/0.614=27\,\%\) of its molecules. The surface with one energy retains \(0.030/0.757=4\,\%\). The strong sites hold the remainder.

## What the model leaves out

Each estimate below changes one assumption and holds the dose pressure at 0.1 Torr and the other parameters fixed.

*Repulsion.* Let there be two sites per nm² on a square lattice of spacing \(a=0.707\) nm, each molecule carrying an upright, unscreened dipole \(d\) of roughly 1.9 D. Then

\[
w=\frac{d^2}{4\pi\varepsilon_0a^3}\sum_{(i,j)\ne(0,0)}\frac{1}{(i^2+j^2)^{3/2}}=0.058\ {\rm eV},
\]

where the lattice sum is 9.03. Solving \(\Theta\) self-consistently lowers the coverage from 0.61 to 0.54.

*Uneven density.* If \(g(E)\) rises linearly from 20 % below its mean at \(E_1\) to 20 % above it at \(E_2\), numerical integration over energy gives 0.66.

*Stiffer strong sites.* If the translation quantum rises linearly with \(E\) from 20 to 30 meV, \(K\) grows more slowly with energy, and the same integration gives 0.57.

*Softer rotation.* If the molecule turns freely about its upright symmetry axis instead of librating with a 60 meV quantum, \(K_0\) is about 3.3 times larger and the coverage is 0.73.

*Second layer.* A molecule bound on top of another by 0.5 eV, with the same \(K_0\), has an occupation of about \(10^{-6}\), which is negligible.

*Time.* Let molecules that strike the area \(a^2\) of an empty site stick with probability \(s\). The filling rate is \(k_ap\), with \(k_a=sa^2/\sqrt{2\pi mkT}\). For equilibrium to give Lemma 1, the emptying rate must be \(k_a/K\). From \(\dot\theta=k_ap(1-\theta)-(k_a/K)\theta\), the relaxation time at fixed pressure is

\[
\tau=\frac{1}{k_a(p+1/K)} .
\]

It is longest for the strongest sites, where \(1/K=p_L\). With an assumed \(s=0.01\) it is 0.5 ms at the dose pressure and 0.11 s at \(p_L\). A dose of roughly 0.1 s would therefore reach equilibrium, if gas supply is not the limit. Even at zero pressure \(\tau\) is at most \(1/(k_ap_L)=0.22\) s. A purge of a few tenths of a second to pressures near or below \(p_L\) need not reach equilibrium, but for this \(s\) one of a second or more nearly does, if the pressure at the surface falls quickly.

**Comparison with a real process.** A temperature of 200 °C and a water pressure near 0.1 Torr are ordinary, roughly typical conditions for depositing alumina. The assumption most clearly broken there is reversibility: water also dissociates on the oxide and reacts with groups left by the metal precursor, and the products are not removed by lowering the pressure. If, for illustration, a fifth of the sites were permanently filled in this way and the rest kept the same energy distribution, the coverage at the dose would be \(0.2+0.8\times0.614=0.69\), and a purge could not bring it below 0.2. Hydrogen bonds between adsorbed molecules are also left out. They need oxygen atoms about 0.3 nm apart, much closer than the 0.707 nm assumed above; where sites lie that close, two molecules can attract each other, and the estimate of repulsion above does not apply. The isotherm can thus apply only to the reversible part of the uptake, and only if intact water is bound with energies in the assumed range. For energies from 0.5 to 0.9 eV, equation (1) would give a coverage of only 0.002 at the dose pressure. Even within the assumed range, the coverage of 0.61 is open to the shifts found above, which can add up or partly cancel, besides the strong dependence on the chosen energies.
